**Numerical tests of the dc-heated electron tail**

The program tests $f_0=C\,e^{-kv}/v$ with $k=m\sqrt{3\nu_m\nu_{\rm inel}}/(eE)$, where $f_0$ is the isotropic velocity distribution, $\nu_m$ the total momentum-loss frequency, $\nu_{\rm inel}$ the inelastic frequency and $E$ the dc field. It asserts the two Legendre projections of the field term symbolically, and that the tail satisfies the resulting equations. A finite-volume solution of the whole speed distribution gives a decay constant of $0.99999k$ without returns into the tail and $0.997k$ with them, between 12 and 20 eV. The same solution is asserted to agree with the tail fraction $6/(kv_*)^2$, the threshold amplitude, the local tail temperature and the return ratio, where $v_*$ is the threshold speed. In a strongly heated case with $kv_*=4$, it gives a power-law exponent of 7.91 far above threshold, against the leading-order value 8. A Monte Carlo run at $\nu_{\rm inel}/\nu_m=0.1$ gives a scaled decay constant of 0.528, closer to the full angular theory (0.525) than to the two-term value (0.548). For the glow-discharge example the output shows $kv_*=14.3$, a tail fraction of 0.029 and a tail temperature of 1.57 eV at the 12 eV threshold. Among the neglected effects that the program sizes, a gradual rise of the inelastic frequency over 4 eV changes the tail most, by a factor of 1.5 at 16 eV relative to threshold.

## Program and output

```python
"""
Result under test: the dc-heated electron tail above an inelastic threshold,
    f0(v) = C exp(-k v)/v,   k = m sqrt(3 nu_m nu_inel)/(e E),
for constant frequencies and no electrons returning into the tail.
f0       isotropic part of the velocity distribution (per velocity volume)
nu_m     total momentum-loss frequency, nu_inel inelastic frequency
v*       threshold speed, x = k v*, y = (v/v*)^2 = energy/threshold energy
a = eE/m acceleration, D = a^2/(3 nu_m) diffusion coefficient in speed
Also tested: tail fraction 6/x^2, amplitude, tail temperature, return ratio,
power-law tail at very high speed, and decay constant beyond two terms.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

# ---------- symbolic projection of the Boltzmann equation ----------
v, mu, acc, num, nui = sp.symbols("v mu a nu_m nu_i", positive=True)
F0, F1 = sp.Function("F0")(v), sp.Function("F1")(v)
f_two = F0 + mu * F1
stream = sp.expand(acc * (mu * sp.diff(f_two, v)
                          + (1 - mu**2) / v * sp.diff(f_two, mu)))
proj0 = sp.integrate(stream, (mu, -1, 1)) / 2
proj1 = sp.integrate(sp.expand(mu * stream), (mu, -1, 1)) * sp.Rational(3, 2)
assert sp.simplify(proj0 - acc * sp.diff(v**2 * F1, v) / (3 * v**2)) == 0
assert sp.simplify(proj1 - acc * sp.diff(F0, v)) == 0
k_sym = sp.sqrt(3 * num * nui) / acc
tail = sp.exp(-k_sym * v) / v
tail_f1 = -acc * sp.diff(tail, v) / num
residual = proj0.subs(F1, tail_f1).doit() + nui * tail
assert sp.simplify(residual / tail) == 0


# ---------- finite-volume solution of the whole speed distribution ----------
def solve_distribution(x, y_max, cells, returns_to_tail, ramp=0.0):
    """Steady f0 on a uniform energy grid (units v* = 1, nu_inel = 1).
    An inelastic event removes one threshold energy; if returns_to_tail is
    False it removes enough quanta to land below threshold.
    ramp: width in y over which the inelastic frequency rises to its plateau."""
    h = 1.0 / cells
    n = int(round(y_max * cells))
    idx = np.arange(n)
    y = (idx + 0.5) * h
    coupling = 2.0 / x**2 * (np.arange(1, n) * h)**1.5 / h
    above = idx >= cells
    profile = np.where(above, 1.0, 0.0)
    if ramp > 0:
        profile = np.clip((y - 1) / ramp, 0, 1)
    loss = 0.5 * h * np.sqrt(y) * profile
    src = idx[above]
    target = src - cells if returns_to_tail else src % cells
    lo, hi = idx[:-1], idx[1:]
    rows = np.concatenate([lo, lo, hi, hi, idx, target])
    cols = np.concatenate([lo, hi, hi, lo, idx, src])
    vals = np.concatenate([coupling, -coupling, coupling, -coupling,
                           loss, -loss[above]])
    matrix = coo_matrix((vals, (rows, cols)), shape=(n, n)).tocsc()
    rhs = -matrix[1:, 0].toarray().ravel()
    f = np.ones(n)
    f[1:] = spsolve(matrix[1:, 1:].tocsc(), rhs, permc_spec="NATURAL")
    weight = 2 * np.pi * h * np.sqrt(y)
    f /= np.sum(weight * f)
    return y, f, weight


def log_u(y, f, at):
    """ln(v f0) at reduced energy 'at'."""
    return np.interp(at, y, np.log(np.sqrt(y) * f))


# ---------- worked example: inputs ----------
e, m = const.e, const.m_e
field = 1.0e3            # V/m
pressure_torr, gas_T = 1.0, 300.0
eps_th = 12.0            # eV
nu_m, nu_inel = 5.0e9, 1.0e8
mass_u, n_e, coulomb_log = 40.0, 1.0e16, 10.0
eps_hi, ramp_eV = 20.0, 4.0

a = e * field / m
v_th = np.sqrt(2 * eps_th * e / m)
k = m * np.sqrt(3 * nu_m * nu_inel) / (e * field)
x = k * v_th
D = a**2 / (3 * nu_m)
gas_N = pressure_torr * const.torr / (const.k * gas_T)
y_hi = eps_hi / eps_th
v_hi = v_th * np.sqrt(y_hi)

# ---------- tail shape with and without returning electrons ----------
y, f_nr, w_nr = solve_distribution(x, 6, 400, False)
_, f_ret, w_ret = solve_distribution(x, 6, 400, True)
span = np.sqrt(y_hi) - 1
slope_nr = -(log_u(y, f_nr, y_hi) - log_u(y, f_nr, 1.0)) / span / x
slope_ret = -(log_u(y, f_ret, y_hi) - log_u(y, f_ret, 1.0)) / span / x
assert abs(slope_nr - 1) < 2e-3
assert abs(slope_ret - 1) < 1e-2      # returning electrons flatten slightly

# ---------- tail fraction and amplitude ----------
frac_formula = 6 / x**2
frac_num = np.sum((w_ret * f_ret)[y > 1])
assert abs(frac_num / frac_formula - 1) < 1e-3
amp_formula = 3 / (2 * np.pi * (1 + x))
amp_num = np.exp(log_u(y, f_ret, 1.0))
assert abs(amp_num / amp_formula - 1) < 2e-2   # formula omits returns
mean_energy = eps_th * np.sum(w_ret * f_ret * y)


# ---------- local tail temperature ----------
def tail_temperature(energy):
    speed = np.sqrt(2 * energy * e / m)
    return 2 * energy / (1 + k * speed)


probe, step = 15.0, 0.3
ln_f = [np.interp((probe + s * step) / eps_th, y, np.log(f_ret))
        for s in (-1, 1)]
T_num = 2 * step / (ln_f[0] - ln_f[1])
assert abs(T_num / tail_temperature(probe) - 1) < 1.5e-2

# ---------- ratio of returning to lost electrons ----------
R_th = np.exp(-x * (np.sqrt(2) - 1))
R_num = np.exp(log_u(y, f_ret, 2.0) - log_u(y, f_ret, 1.0))
assert abs(R_num / R_th - 1) < 5e-2   # small slope change is exponentiated
R_hi = np.exp(-x * (np.sqrt(y_hi + 1) - np.sqrt(y_hi)))
delta = np.log(10) / x
eps_R10 = eps_th * ((1 - delta**2) / (2 * delta))**2

# ---------- power law far above threshold (strongly heated test case) ----------
x_pow = 4.0
yp, fp, _ = solve_distribution(x_pow, 400, 20, True)
y1, y2 = 140.0, 160.0
lnf1, lnf2 = np.interp([y1, y2], yp, np.log(fp))
p_num = -2 * (lnf2 - lnf1) / np.log(y2 / y1)
p_formula = x_pow**2 / 2
p_exponential = 1 + x_pow * np.sqrt(150.0)
assert abs(p_num / p_formula - 1) < 3e-2   # finite-energy correction about 1%
assert p_exponential > 3 * p_num


# ---------- beyond two terms: isotropic scattering ----------
def full_decay(loss_fraction):
    """s = a*kappa/nu_m without truncating the angular dependence."""
    return brentq(lambda s: s / np.arctanh(s) - (1 - loss_fraction),
                  1e-6, 1 - 1e-12)


w_ex = nu_inel / nu_m
k_ratio = full_decay(w_ex) / np.sqrt(3 * w_ex)
assert abs(1 - k_ratio - 0.4 * w_ex) < w_ex**2

# Monte Carlo, units a = nu_m = 1: free flight, then loss or isotropic scatter
rng = np.random.default_rng(7)
w_mc, v_start, v_tally = 0.1, 30.0, 36.0
speed = np.full(2_000_000, v_start)
count, excess = 0, 0.0
while speed.size:
    t = rng.exponential(size=speed.size)
    cosine = rng.uniform(-1, 1, speed.size)
    speed = np.sqrt(speed**2 + 2 * speed * cosine * t + t**2)
    fast = speed[speed > v_tally]
    count += fast.size
    excess += np.sum(fast - v_tally)
    speed = speed[rng.random(speed.size) > w_mc]
mean_excess = excess / count
# mean excess speed of the density v*exp(-s v) above v_tally, solved for s
s_mc = brentq(lambda s: (v_tally * s + 2) / (s * (v_tally * s + 1))
              - mean_excess, 0.05, 3.0)
s_full, s_two = full_decay(w_mc), np.sqrt(3 * w_mc)
assert abs(s_mc / s_full - 1) < 1.5e-2     # statistical error below 1%
assert s_mc < 0.98 * s_two                # two-term value is distinguishable

# ---------- sizes of neglected effects ----------
anisotropy = np.sqrt(3 * w_ex) * (1 + 1 / x)
heating_drift = D * (k + 1 / v_th)
mass_ratio = m / (mass_u * const.atomic_mass)
recoil = mass_ratio * nu_m * v_th / heating_drift
nu_ee = (n_e * e**4 * coulomb_log
         / (4 * np.pi * const.epsilon_0**2 * m**2 * v_th**3))
ee_drag = nu_ee * v_th / heating_drift
drift = a / nu_m
recoil_power = 2 * mass_ratio * nu_m * mean_energy / (field * drift)
_, f_ramp, _ = solve_distribution(x, 6, 400, False, ramp_eV / eps_th)
y_r = 1 + ramp_eV / eps_th
ramp_factor = np.exp((log_u(y, f_ramp, y_r) - log_u(y, f_ramp, 1.0))
                     - (log_u(y, f_nr, y_r) - log_u(y, f_nr, 1.0)))
assert ramp_factor > 1
fall = np.exp(-k * (v_hi - v_th)) * v_th / v_hi

print("INPUTS (rough: dc glow positive column)")
print(f"field E = {field/100:.1f} V/cm")
print(f"gas pressure = {pressure_torr:.1f} Torr, temperature = {gas_T:.0f} K")
print(f"threshold energy = {eps_th:.1f} eV")
print(f"nu_m = {nu_m:.2e} 1/s, nu_inel = {nu_inel:.2e} 1/s")
print(f"atom mass = {mass_u:.0f} u, electron density = {n_e/1e6:.1e} cm^-3")
print(f"Coulomb logarithm = {coulomb_log:.0f}")
print("RESULTS")
print(f"gas density N = {gas_N:.3e} m^-3")
print(f"reduced field E/N = {field/gas_N*1e21:.1f} Td")
print(f"nu_m/N = {nu_m/gas_N:.2e} m^3/s")
print(f"acceleration a = {a:.4e} m/s^2")
print(f"speed diffusion D = {D:.4e} m^2/s^3")
print(f"threshold speed v* = {v_th:.4e} m/s")
print(f"decay constant k = {k:.4e} s/m, 1/k = {1/k:.4e} m/s")
print(f"k v* = {x:.3f}")
print(f"drift speed a/nu_m = {drift:.3e} m/s")
print(f"tail fraction: formula {frac_formula:.5f}, numerical {frac_num:.5f}")
print(f"v f0 at threshold, units 1/v*^2: formula {amp_formula:.5f}, "
      f"numerical {amp_num:.5f}")
print(f"mean energy of all electrons (numerical) = {mean_energy:.2f} eV")
print(f"tail temperature at {eps_th:.0f} eV = {tail_temperature(eps_th):.3f} eV")
print(f"tail temperature at {probe:.0f} eV = {tail_temperature(probe):.3f} eV, "
      f"numerical {T_num:.3f} eV")
print(f"tail temperature at {eps_hi:.0f} eV = {tail_temperature(eps_hi):.3f} eV")
print(f"f0({eps_hi:.0f} eV)/f0({eps_th:.0f} eV) = {fall:.3e}")
print("CHECKS OF SHAPE")
print(f"numerical slope / k, no returns = {slope_nr:.5f}")
print(f"numerical slope / k, with returns = {slope_ret:.5f}")
print(f"power-law test at k v* = {x_pow:.1f}: p formula {p_formula:.2f}, "
      f"numerical {p_num:.2f}")
print(f"  exponential tail would give local power {p_exponential:.1f}")
print(f"Monte Carlo, nu_inel/nu_m = {w_mc:.2f}: a kappa/nu_m = {s_mc:.4f}")
print(f"  full angular theory {s_full:.4f}, two-term {s_two:.4f}")
print("NEGLECTED EFFECTS IN THE EXAMPLE")
print(f"return/loss ratio at threshold: formula {R_th:.5f}, "
      f"numerical {R_num:.5f}")
print(f"return/loss ratio at {eps_hi:.0f} eV = {R_hi:.5f}")
print(f"energy where return/loss reaches 0.1 = {eps_R10:.0f} eV")
print(f"power-law exponent far above, p = {x**2/2:.1f}")
print(f"speed k v*^2/2 = {x/2:.2f} v*, energy {eps_th*x**2/4:.0f} eV")
print(f"f1/f0 at threshold = {anisotropy:.3f}")
print(f"kappa/k beyond two terms = {k_ratio:.5f}")
print(f"elastic recoil drag / heating flux at threshold = {recoil:.4f}")
print(f"elastic recoil power / field power = {recoil_power:.4f}")
print(f"electron-electron drag / heating flux at threshold = {ee_drag:.2e}")
print(f"length to gain threshold energy = {eps_th/field*100:.2f} cm")
print(f"linear rise of nu_inel over {ramp_eV:.0f} eV: f0({eps_th+ramp_eV:.0f} eV)"
      f"/f0({eps_th:.0f} eV) larger by factor {ramp_factor:.2f}")
print("ALL CHECKS PASSED")
```

It prints:

```
INPUTS (rough: dc glow positive column)
field E = 10.0 V/cm
gas pressure = 1.0 Torr, temperature = 300 K
threshold energy = 12.0 eV
nu_m = 5.00e+09 1/s, nu_inel = 1.00e+08 1/s
atom mass = 40 u, electron density = 1.0e+10 cm^-3
Coulomb logarithm = 10
RESULTS
gas density N = 3.219e+22 m^-3
reduced field E/N = 31.1 Td
nu_m/N = 1.55e-13 m^3/s
acceleration a = 1.7588e+14 m/s^2
speed diffusion D = 2.0623e+18 m^2/s^3
threshold speed v* = 2.0545e+06 m/s
decay constant k = 6.9634e-06 s/m, 1/k = 1.4361e+05 m/s
k v* = 14.307
drift speed a/nu_m = 3.518e+04 m/s
tail fraction: formula 0.02931, numerical 0.02931
v f0 at threshold, units 1/v*^2: formula 0.03119, numerical 0.03112
mean energy of all electrons (numerical) = 4.76 eV
tail temperature at 12 eV = 1.568 eV
tail temperature at 15 eV = 1.765 eV, numerical 1.769 eV
tail temperature at 20 eV = 2.054 eV
f0(20 eV)/f0(12 eV) = 1.205e-02
CHECKS OF SHAPE
numerical slope / k, no returns = 0.99999
numerical slope / k, with returns = 0.99718
power-law test at k v* = 4.0: p formula 8.00, numerical 7.91
  exponential tail would give local power 50.0
Monte Carlo, nu_inel/nu_m = 0.10: a kappa/nu_m = 0.5278
  full angular theory 0.5254, two-term 0.5477
NEGLECTED EFFECTS IN THE EXAMPLE
return/loss ratio at threshold: formula 0.00267, numerical 0.00273
return/loss ratio at 20 eV = 0.00750
energy where return/loss reaches 0.1 = 110 eV
power-law exponent far above, p = 102.3
speed k v*^2/2 = 7.15 v*, energy 614 eV
f1/f0 at threshold = 0.262
kappa/k beyond two terms = 0.99197
elastic recoil drag / heating flux at threshold = 0.0092
elastic recoil power / field power = 0.0185
electron-electron drag / heating flux at threshold = 1.24e-03
length to gain threshold energy = 1.20 cm
linear rise of nu_inel over 4 eV: f0(16 eV)/f0(12 eV) larger by factor 1.49
ALL CHECKS PASSED
```
